# C3 of a one-oscillator atom facing a Drude metal

## Question

An isotropic atom in its ground state sits in vacuum at height $z$ above a flat, thick metal. It has one transition frequency, and its polarizability at imaginary frequency $\omega=i\xi$ is

$$\alpha(i\xi)=\frac{\alpha_0a^2}{a^2+\xi^2},\qquad a\equiv\omega_0>0 .$$

The metal has the local Drude permittivity

$$\varepsilon(i\xi)=1+\frac{\omega_p^2}{\xi(\xi+\gamma)},\qquad \gamma\ge 0 .$$

Use Hartree atomic units with Gaussian electrostatics, so that $\hbar=1$ and $\alpha_0$ is a volume. The temperature is zero. The height is large compared with the atom and with the screening length of the metal, and small enough for retardation to be neglected. To leading order in $\alpha_0/z^3$ the energy is $U=-C_3/z^3$.

**(a)** Find the field that the surface returns to a dipole at the atom's position.
**(b)** Express $C_3$ as an integral over imaginary frequency.
**(c)** Evaluate the integral in closed form for all $\gamma\ge0$.
**(d)** Examine the lossless, perfectly conducting, resonant and weak-loss cases.
**(e)** Evaluate $C_3$ for $\alpha_0=10\,a_0^3$, $\omega_0=0.5$, $\omega_p=0.4$ and $\gamma=0.05$, with frequencies in $E_h/\hbar$. Find $U$ at $z=20\,a_0$ and state what limits the result.

## Answer to (a): the returned field

Without retardation, the fields at each frequency obey electrostatics with permittivity $\varepsilon$. The homogeneous metal carries no induced volume charge, so the response is a surface charge density $\sigma$. Let $E_n$ be the upward normal component, at the surface, of the dipole's own field. A flat charged sheet adds $+2\pi\sigma$ just above itself and $-2\pi\sigma$ just below; its other parts give no normal field at a point of the sheet. Continuity of $\varepsilon E_n^{\rm total}$ requires

$$\varepsilon(E_n-2\pi\sigma)=E_n+2\pi\sigma
\quad\Rightarrow\quad
\sigma=\frac{r}{2\pi}E_n,\qquad r=\frac{\varepsilon-1}{\varepsilon+1}.$$

Let $\rho$ be the lateral distance of a surface point from the atom, and let $R^2=\rho^2+z^2$. For a dipole $d$ normal to the surface,

$$E_n=\frac{d}{R^3}\left(\frac{3z^2}{R^2}-1\right).$$

A surface charge $\sigma\,dA$ produces the normal field $\sigma z\,dA/R^3$ at the atom. With $dA=2\pi\rho\,d\rho$ and $u=R^2$, so that $\rho\,d\rho=du/2$, the returned field is

$$\frac{rdz}{2}\int_{z^2}^{\infty}\left(\frac{3z^2}{u^4}-\frac1{u^3}\right)du
=\frac{rdz}{2}\left(\frac1{z^4}-\frac1{2z^4}\right)=\frac{rd}{4z^3}.$$

For a dipole parallel to the surface, along $x$, the surface point at azimuth $\phi$ has $E_n=-3d\rho z\cos\phi/R^5$. Its charge produces the $x$ field $-\sigma\rho\cos\phi\,dA/R^3$ at the atom. The two minus signs cancel, and $\int_0^{2\pi}\cos^2\phi\,d\phi=\pi$ gives

$$\frac{3rdz}{2}\int_0^\infty\frac{\rho^3d\rho}{R^8}
=\frac{3rdz}{4}\int_{z^2}^{\infty}\frac{u-z^2}{u^4}\,du
=\frac{3rdz}{4}\left(\frac1{2z^4}-\frac1{3z^4}\right)=\frac{rd}{8z^3}.$$

The azimuthal integrals for field components perpendicular to the dipole vanish. The returned field is therefore $g\,r\,d$ along the dipole, with $g=1/(4z^3)$ for the normal direction and $g=1/(8z^3)$ for each parallel direction.

## Answer to (b): from zero-point energy to the integral

Insert the Drude permittivity into $r$ and multiply numerator and denominator by $\xi(\xi+\gamma)$:

$$r(i\xi)=\frac{\omega_p^2}{2\xi(\xi+\gamma)+\omega_p^2}
=\frac{s^2}{\xi^2+\gamma\xi+s^2},\qquad s=\frac{\omega_p}{\sqrt2}.$$

This is the response of a damped oscillator. Its undamped frequency $s$ is that of the nonretarded surface plasmon.

**The coupled oscillators.** For one Cartesian direction, describe the atom by a unit-mass coordinate $q$ of frequency $a$, with dipole $d=\sqrt{\alpha_0}\,a\,q$. In a field $E$ its equation $\ddot q+a^2q=\sqrt{\alpha_0}\,aE$ reproduces the given polarizability. Describe the surface by a coordinate $Q$ driven by the force $\sqrt g\,s\,d$ and returning the field $\sqrt g\,s\,Q$. If the response of $Q$ to a unit force is $1/(\xi^2+\gamma\xi+s^2)$, the returned field is $g\,r\,d$, as required. The interaction energy is

$$V=-\sqrt g\,s\,d\,Q=-\kappa qQ,\qquad \kappa^2=\alpha_0g\,a^2s^2 .$$

The response has no cross terms between directions, so three independent copies describe the atom.

Damping is included by coupling $Q$ to bath oscillators $x_j$ of frequency $\omega_j$, with potential energy

$$\tfrac12s^2Q^2+\tfrac12\sum_j\omega_j^2\left(x_j-\frac{c_jQ}{\omega_j^2}\right)^2 .$$

At imaginary frequency the bath equations give $x_j=c_jQ/(\omega_j^2+\xi^2)$. Eliminating $x_j$, the force needed per unit $Q$ is

$$\xi^2+s^2+\sum_jc_j^2\left(\frac1{\omega_j^2}-\frac1{\omega_j^2+\xi^2}\right)
=\xi^2+s^2+\sum_j\frac{c_j^2\,\xi^2}{\omega_j^2(\omega_j^2+\xi^2)} .$$

For a dense bath in which the $c_j^2$ in an interval $d\omega$ sum to $(2\gamma/\pi)\omega^2d\omega$, the last sum becomes

$$\frac{2\gamma\xi^2}{\pi}\int_0^\infty\frac{d\omega}{\omega^2+\xi^2}=\gamma\xi .$$

The model therefore has the Drude surface response.

**The energy shift.** Diagonalize the surface and bath together. Let their normal coordinates be $y_k$ with frequencies $\Omega_k$, and write $Q=\sum_kv_ky_k$. The interaction links the ground state to states with one atomic quantum and one quantum of $y_k$. The matrix elements are $\langle1|q|0\rangle=1/\sqrt{2a}$ and $\langle1|y_k|0\rangle=1/\sqrt{2\Omega_k}$. First-order perturbation theory gives zero, and second order gives

$$\Delta E=-\frac{\kappa^2}{4}\sum_k\frac{v_k^2}{a\Omega_k(a+\Omega_k)} .$$

For $\Omega\ne a$, partial fractions give

$$\int_0^\infty\frac{d\xi}{(a^2+\xi^2)(\Omega^2+\xi^2)}
=\frac{1}{\Omega^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2\Omega}\right)
=\frac{\pi}{2a\Omega(a+\Omega)},$$

and continuity covers $\Omega=a$. Moreover, $\sum_kv_k^2/(\Omega_k^2+\xi^2)$ is the response of $Q$ to a unit force, written in normal coordinates, and so equals $1/(\xi^2+\gamma\xi+s^2)$. Hence

$$\Delta E=-\frac{\kappa^2}{2\pi}\int_0^\infty
\frac{d\xi}{(a^2+\xi^2)(\xi^2+\gamma\xi+s^2)}
=-\frac g{2\pi}\int_0^\infty\alpha(i\xi)r(i\xi)\,d\xi .$$

The bath survives only through $r$. The three values of $g$ sum to $1/(2z^3)$, so

$$C_3=\frac1{4\pi}\int_0^\infty d\xi\,\alpha(i\xi)\,
\frac{\varepsilon(i\xi)-1}{\varepsilon(i\xi)+1} .$$

With $\hbar$ restored, the prefactor is $\hbar/(4\pi)$. The integrand is positive, so the atom is attracted.

## Answer to (c): the closed form

The required integral is

$$C_3=\frac{\alpha_0a^2s^2}{4\pi}I,\qquad
I=\int_0^\infty\frac{d\xi}{(\xi^2+a^2)(\xi^2+\gamma\xi+s^2)} .$$

Write the integrand as

$$\frac{A\xi+B}{\xi^2+a^2}+\frac{C\xi+F}{\xi^2+\gamma\xi+s^2} .$$

Matching the powers $\xi^3,\xi^2,\xi^1,\xi^0$ in the numerator gives

$$A+C=0,\quad A\gamma+B+F=0,\quad As^2+B\gamma+Ca^2=0,\quad Bs^2+Fa^2=1 .$$

Eliminate $C=-A$ and $F=-A\gamma-B$. The last two equations become

$$A(s^2-a^2)+B\gamma=0,\qquad B(s^2-a^2)-A\gamma a^2=1 .$$

Multiply the second by $s^2-a^2$ and use the first to remove $A$; then multiply the second by $\gamma$ and use the first to remove $B$. With

$$D=(s^2-a^2)^2+a^2\gamma^2,$$

the coefficients are

$$A=-\frac\gamma D,\quad B=\frac{s^2-a^2}{D},\quad
C=\frac\gamma D,\quad F=\frac{\gamma^2+a^2-s^2}{D} .$$

This requires $D\ne0$. The exception, $\gamma=0$ with $a=s$, is obtained below as a limit.

To integrate the second fraction, split off the derivative of its denominator:

$$\gamma\xi+\gamma^2+a^2-s^2
=\frac\gamma2(2\xi+\gamma)+\left(a^2-s^2+\frac{\gamma^2}{2}\right).$$

The logarithms diverge separately at large $\xi$, so integrate first to a finite limit $X$. Together they contribute

$$\frac\gamma2\ln\frac{X^2+\gamma X+s^2}{X^2+a^2}+\frac\gamma2\ln\frac{a^2}{s^2}
\;\longrightarrow\;\gamma\ln\frac as\qquad(X\to\infty).$$

The term with $B$ gives $(s^2-a^2)\pi/(2a)$, apart from the common factor $1/D$. The result is

$$\boxed{C_3=\frac{\alpha_0a^2s^2}{4\pi D}\left[
\frac{\pi(s^2-a^2)}{2a}+\gamma\ln\frac as
+\left(a^2-s^2+\frac{\gamma^2}{2}\right)J\right]}$$

with

$$J=\int_0^\infty\frac{d\xi}{\xi^2+\gamma\xi+s^2}
=\int_{\gamma/2}^{\infty}\frac{d\eta}{\eta^2+s^2-\gamma^2/4},
\qquad \eta=\xi+\frac\gamma2 .$$

There are three cases.

For $\gamma<2s$, set $\beta=\sqrt{s^2-\gamma^2/4}$. Then

$$J=\frac1\beta\left(\frac\pi2-\arctan\frac{\gamma}{2\beta}\right)
=\frac1\beta\arccos\frac{\gamma}{2s}.$$

The second form follows because the angle in brackets belongs to a right triangle with adjacent side $\gamma/2$, opposite side $\beta$ and hypotenuse $s$.

For $\gamma=2s$, the integrand is $1/\eta^2$ and $J=2/\gamma=1/s$.

For $\gamma>2s$, set $\lambda=\sqrt{\gamma^2/4-s^2}$. Then

$$J=\frac1{2\lambda}\ln\frac{\gamma/2+\lambda}{\gamma/2-\lambda}
=\frac1\lambda\ln\frac{\gamma/2+\lambda}{s}
=\frac1\lambda\operatorname{arcosh}\frac{\gamma}{2s},$$

where the second equality uses $(\gamma/2+\lambda)(\gamma/2-\lambda)=s^2$.

## Answer to (d): special cases and the effect of loss

**Lossless metal.** For $\gamma=0$, $J=\pi/(2s)$ and $D=(s^2-a^2)^2$. The bracket becomes

$$\frac\pi2(s^2-a^2)\left(\frac1a-\frac1s\right)
=\frac{\pi(s^2-a^2)(s-a)}{2as} .$$

Dividing by $D$ leaves $\pi/[2as(a+s)]$, so

$$C_3^{(0)}=\frac{\alpha_0}{8}\,\frac{as}{a+s} .$$

The limit $s\to a$ is $\alpha_0a/16$, which supplies the excluded case.

**Perfect conductor.** Let $s\to\infty$ at fixed $\gamma$. Then $r\to1$ at each $\xi$, while $0\le r\le1$, so the limit may be taken under the convergent integral of $\alpha$:

$$C_3\to\frac{\alpha_0a^2}{4\pi}\,\frac{\pi}{2a}=\frac{\alpha_0a}{8} .$$

The metal now follows every frequency at which the atom responds appreciably.

**Equal frequencies with loss.** For $a=s$ and $\gamma>0$, $D=a^2\gamma^2$ and the bracket is $\gamma^2J/2$. Thus $C_3=\alpha_0a^2J/(8\pi)$, with no resonance divergence.

**Weak loss.** At fixed $\omega_p$, increasing $\gamma$ enlarges the denominator of $r$ at every $\xi>0$, so $C_3$ falls. The value $r(0)=1$ is unchanged: the metal still screens a static field completely. Differentiating the integral at $\gamma=0$ gives

$$\left.\frac{dC_3}{d\gamma}\right|_0=-\frac{\alpha_0a^2s^2}{4\pi}K,\qquad
K=\int_0^\infty\frac{\xi\,d\xi}{(\xi^2+a^2)(\xi^2+s^2)^2} .$$

Set $u=\xi^2$. For $a\ne s$, applying the two-factor partial fraction twice gives

$$\frac1{(u+a^2)(u+s^2)^2}
=\frac{1}{(a^2-s^2)(u+s^2)^2}
-\frac{1}{(a^2-s^2)^2}\left(\frac1{u+s^2}-\frac1{u+a^2}\right).$$

Integrating over $u$, with the factor $\tfrac12$ from $\xi\,d\xi=du/2$,

$$K=\frac12\left[\frac1{s^2(a^2-s^2)}
-\frac{\ln(a^2/s^2)}{(a^2-s^2)^2}\right].$$

For $a=s$, direct integration of $\tfrac12(u+s^2)^{-3}$ gives $K=1/(4s^4)$.

## Answer to (e): numerical values and limits of validity

The parameters are round model values and represent no particular atom or metal. All intermediate quantities are in atomic units.

Here $s=0.4/\sqrt2=0.28284$, so $s^2=0.08$ and $a^2=0.25$. The damping is below critical, since $\gamma/(2s)=0.08839$. Therefore

$$J=\frac{\arccos(0.08839)}{\sqrt{0.08-0.000625}}
=\frac{1.48229}{0.28174}=5.2613,$$

$$D=(0.08-0.25)^2+0.25(0.05)^2=0.029525 .$$

The prefactor is

$$\frac{10\times0.25\times0.08}{4\pi\times0.029525}=0.53905 .$$

The three bracket terms are

$$\frac{\pi(0.08-0.25)}{2\times0.5}=-0.53407,$$

$$0.05\ln\frac{0.5}{0.28284}=0.02849,$$

$$(0.25-0.08+0.00125)\times5.2613=0.90100 .$$

Their sum, taken before rounding, is $0.39541$, which gives

$$C_3=0.53905\times0.39541=0.2131\,E_ha_0^3=0.8595\ \mathrm{eV\,\mathring A^3} .$$

The lossless formula gives $0.2258\,E_ha_0^3$. Loss therefore reduces $C_3$ by $5.6\%$ relative to the lossless value. The perfect-conductor value, $0.6250\,E_ha_0^3$, is much larger. It exceeds the lossless value by the factor $1+a/s=2.77$, because the metal's response falls off at frequencies where the atom still responds.

The weak-loss slope is

$$-\frac{10\times0.25\times0.08}{4\pi}\,\frac12
\left[\frac1{0.08\times0.17}-\frac{\ln(0.25/0.08)}{0.17^2}\right]
=-0.2714 .$$

The linear estimate is $0.2258-0.05\times0.2714=0.2122\,E_ha_0^3$. It lies below the full result because $r$ is a convex function of $\gamma$ at each $\xi>0$, and a convex function lies above its tangent.

The closed form also gives the following values at larger damping, with the other parameters fixed:

| $\gamma$ ($E_h/\hbar$) | Regime | $C_3$ ($E_ha_0^3$) |
|---:|:---|---:|
| 0.2000 | underdamped | 0.1835 |
| 0.5657 | critical | 0.1396 |
| 1.0000 | overdamped | 0.1106 |

The change from arccosine to inverse hyperbolic cosine is a change of formula, not a jump in the energy: the integral is continuous through $\gamma=2s$.

At $z=20\,a_0$ and $\gamma=0.05\,E_h/\hbar$,

$$U=-\frac{0.21315}{20^3}=-2.664\times10^{-5}\,E_h=-0.725\ \mathrm{meV} .$$

Second-order theory needs $\alpha_0g\ll1$. Here its largest value is $10/(4\times20^3)$, below $10^{-3}$. Retardation may be neglected when $z$ is well below both of the lengths $c/\omega_0=274\,a_0$ and $c/s=484\,a_0$; this condition is sufficient, and for widely separated frequencies it is stricter than necessary. At $20\,a_0$ the larger ratio is $z\omega_0/c\approx0.07$. This is small but not negligible at the digits shown: the retarded Lifshitz integral for the same atom and metal weakens $U$ by about $0.5\%$, to $-0.722$ meV. The digits given above for $U$ are those of the nonretarded formula. At much larger heights the travel time of the field matters and the $z^{-3}$ law fails.

At short range the law fails when the electron clouds overlap or when $z$ approaches the screening length, since a local $\varepsilon$ and a sharp surface then no longer describe the metal. The correction sets in well before that, because it falls only as $1/z$: for a perfectly screening metal whose induced charge is centred a distance $\delta$ outside the nominal surface, $z^{-3}$ becomes $(z-\delta)^{-3}$ and $U$ changes by a fraction of about $3\delta/z$. An outward shift strengthens the attraction, and an inward shift ($\delta<0$) weakens it. A free-electron gas with $\omega_p=0.4$ has a Thomas–Fermi screening length of about $1\,a_0$, and for a shift of that size the perfect-screening estimate $3\delta/z$ gives a change of about $15\%$ in $U$ at $20\,a_0$, more than the $5.6\%$ effect of loss. This metal does not screen perfectly at the frequencies where the atom responds, so the estimate is somewhat high: a hard-wall hydrodynamic electron gas of this density weakens $U$ by about $11$ to $14\%$ at $20\,a_0$, still more than the effect of loss. The model also leaves out thermal excitation, further atomic transitions and interband transitions in the metal. For a real system, the omitted atomic and interband transitions can matter more than the last digits quoted here.

Numerical values quoted here were computed with a short program.
